# Conjugate gradients for the Dyson equation and the choice of inner product: a numerical check

```python
"""Result under test: for the static Dyson equation (1 - chi0 K) dn = chi0 dv,
the operator A = 1 - chi0 K is self-adjoint and >= 1 in the product a.K.b when
K is positive definite, so conjugate gradients (CG) work in that product.
Local exchange f_x can make K indefinite and break this CG; the product
a.(-chi0).b repairs it while the ground state is stable.

Model: 3D electron gas modulated along x only, Hartree atomic units.
chi0    response of the density to the total potential, fixed electron number
hartree Coulomb kernel 4 pi / G^2 (diagonal in the Fourier basis)
fx      local-density exchange kernel; correlation is left out
All kernels are matrices in an orthonormal cos/sin basis without the constant.
"""
import numpy as np
from scipy.linalg import eigh

length, n_grid = 20.0, 61
amplitude, fermi_level = 0.3, 0.6
step = length / n_grid
x = step * np.arange(n_grid)
wave_numbers = 2 * np.pi * np.arange(1, n_grid // 2 + 1) / length
G = np.repeat(wave_numbers, 2)
basis = np.empty((n_grid, n_grid - 1))
basis[:, 0::2] = np.cos(np.outer(x, wave_numbers))
basis[:, 1::2] = np.sin(np.outer(x, wave_numbers))
basis *= np.sqrt(2 / n_grid)
assert np.allclose(basis.T @ basis, np.eye(n_grid - 1), atol=1e-12)
kinetic = (basis * (G**2 / 2)) @ basis.T
v_ks = amplitude * np.cos(2 * np.pi * x / length)


def find_fermi(levels, electrons_per_area):
    """Each subband holds (mu - level)/pi electrons per area, both spins."""
    for m in range(1, len(levels)):
        mu = (np.pi * electrons_per_area + levels[:m].sum()) / m
        if mu <= levels[m]:
            return mu
    raise RuntimeError("too many electrons for the basis")


def density(potential, electrons_per_area):
    levels, orbitals = np.linalg.eigh(kinetic + np.diag(potential))
    mu = find_fermi(levels, electrons_per_area)
    filling = np.maximum(mu - levels, 0) / np.pi
    return (orbitals**2 @ filling) / step


def exchange_potential(n):
    return -(3 * n / np.pi) ** (1 / 3)


def exchange_energy_density(n):
    return -0.75 * (3 / np.pi) ** (1 / 3) * n ** (4 / 3)


def weighted_cg(weight, other, rhs, tol=1e-10, max_steps=60):
    """CG for (1 + other weight) z = rhs in the product a.weight.b."""
    z, r = np.zeros_like(rhs), rhs.copy()
    wr = weight @ r
    p, wp, rho = r.copy(), wr.copy(), r @ wr
    iterates, rhos, residuals = [z.copy()], [rho], [1.0]
    for _ in range(max_steps):
        ap = p + other @ wp
        alpha = rho / (wp @ ap)
        z = z + alpha * p
        r = r - alpha * ap
        wr = weight @ r
        rho_new = r @ wr
        iterates.append(z.copy())
        rhos.append(rho_new)
        residuals.append(np.linalg.norm(r) / np.linalg.norm(rhs))
        if residuals[-1] < tol:
            break
        beta = rho_new / rho
        p, wp, rho = r + beta * p, wr + beta * wp, rho_new
    return iterates, np.array(rhos), np.array(residuals)


def check_bound(weight, other, iterates, exact, kappa):
    """Energy-norm errors relative to the start, and the Chebyshev bound."""
    form = weight + weight @ other @ weight
    errors = np.array([np.sqrt(max((z - exact) @ form @ (z - exact), 0))
                       for z in iterates])
    errors /= errors[0]
    rate = (np.sqrt(kappa) - 1) / (np.sqrt(kappa) + 1)
    bound = 2 * rate ** np.arange(len(errors))
    assert np.all(errors <= bound + 1e-9)
    return errors, bound


# Reference state and sum over states for chi0
levels, orbitals = np.linalg.eigh(kinetic + np.diag(v_ks))
filling = np.maximum(fermi_level - levels, 0) / np.pi
electrons = filling.sum()
n0 = density(v_ks, electrons)
occupied = levels < fermi_level
pair_weight = np.zeros((n_grid, n_grid))
for i in range(n_grid):
    for j in range(n_grid):
        if occupied[i] and occupied[j]:
            pair_weight[i, j] = -1 / np.pi
        elif occupied[i] != occupied[j]:
            pair_weight[i, j] = ((filling[i] - filling[j])
                                 / (levels[i] - levels[j]))
pairs = (orbitals[:, :, None] * orbitals[:, None, :]).reshape(n_grid, -1)
chi_grid = (pairs * pair_weight.ravel()) @ pairs.T / step
row = chi_grid.sum(axis=1)
chi_grid = chi_grid - np.outer(row, row) / row.sum()
chi0 = basis.T @ chi_grid @ basis
minus_chi = -(chi0 + chi0.T) / 2
chi_eigs = np.linalg.eigvalsh(minus_chi)
assert chi_eigs[0] > 0

# chi0 from finite differences of the density map, no perturbation formula
shift = 1e-3
chi_fd = np.column_stack([
    basis.T @ (density(v_ks + shift * q, electrons)
               - density(v_ks - shift * q, electrons)) / (2 * shift)
    for q in basis.T])
chi_error = np.linalg.norm(chi_fd - chi0) / np.linalg.norm(chi0)
assert chi_error < 1e-5

# Kernels; f_x checked against the second derivative of the energy density
k_local = (3 * np.pi**2 * n0) ** (1 / 3)
fx_grid = -np.pi / k_local**2
dn = 1e-3 * n0
fx_fd = (exchange_energy_density(n0 + dn) - 2 * exchange_energy_density(n0)
         + exchange_energy_density(n0 - dn)) / dn**2
assert np.allclose(fx_grid, fx_fd, rtol=1e-5)
hartree = np.diag(4 * np.pi / G**2)
fx = basis.T @ (fx_grid[:, None] * basis)
fx = (fx + fx.T) / 2
kernel = hartree + fx
identity = np.eye(n_grid - 1)

# Self-adjointness, tested with the finite-difference response
A_fd = identity - chi_fd @ hartree
asym_plain = np.linalg.norm(A_fd - A_fd.T) / np.linalg.norm(A_fd)
KA_fd = hartree @ A_fd
asym_K = np.linalg.norm(KA_fd - KA_fd.T) / np.linalg.norm(KA_fd)
assert asym_K < 1e-5 and asym_plain > 1e-2

A_h = identity + minus_chi @ hartree
A_x = identity + minus_chi @ kernel
eig_h, eig_x = np.linalg.eigvals(A_h), np.linalg.eigvals(A_x)
assert max(abs(eig_h.imag).max(), abs(eig_x.imag).max()) < 1e-8
eig_h, eig_x = np.sort(eig_h.real), np.sort(eig_x.real)
assert eig_h[0] >= 1 - 1e-10 and eig_x[0] > 0
kappa_h, kappa_x = eig_h[-1] / eig_h[0], eig_x[-1] / eig_x[0]

# Applied potential and CG with the Hartree kernel
height, width, centre = 0.01, 0.5, 7.0
dv_grid = height * np.exp(-(x - centre)**2 / (2 * width**2))
dv = basis.T @ dv_grid
rhs = -minus_chi @ dv
dn_h = np.linalg.solve(A_h, rhs)
its_h, rho_h, res_h = weighted_cg(hartree, minus_chi, rhs)
assert res_h[-1] < 1e-10
assert np.linalg.norm(its_h[-1] - dn_h) < 1e-8 * np.linalg.norm(dn_h)
err_h, bound_h = check_bound(hartree, minus_chi, its_h, dn_h, kappa_h)
_, _, res_plain = weighted_cg(identity, minus_chi @ hartree, rhs,
                              max_steps=len(res_h) - 1)
assert res_plain[-1] > 1e-8

# Exchange makes the kernel indefinite: count and bracket
K_eigs = np.linalg.eigvalsh(kernel)
negative_K = int((K_eigs < 0).sum())
fewest = int((G > 2 * k_local.max()).sum())
most = int((G >= 2 * k_local.min()).sum())
assert 0 < fewest <= negative_K <= most < len(G)
KA = kernel + kernel @ minus_chi @ kernel
KA_eigs, KA_vecs = np.linalg.eigh((KA + KA.T) / 2)
negative_KA = int((KA_eigs < 0).sum())
assert negative_KA == negative_K

# The same Gaussian source: K-CG as it comes, then the cure
dn_x = np.linalg.solve(A_x, rhs)
_, rho_x, res_x = weighted_cg(kernel, minus_chi, rhs)
its_u, rho_u, res_u = weighted_cg(minus_chi, kernel, dv)
assert res_u[-1] < 1e-10 and np.all(rho_u > 0)
dn_cure = -minus_chi @ its_u[-1]
assert np.linalg.norm(dn_cure - dn_x) < 1e-8 * np.linalg.norm(dn_x)
u_exact = np.linalg.solve(identity + kernel @ minus_chi, dv)
err_u, bound_u = check_bound(minus_chi, kernel, its_u, u_exact, kappa_x)

# A source for which the first K-CG step divides by zero
bad = (KA_vecs[:, 0] / np.sqrt(-KA_eigs[0])
       + KA_vecs[:, -1] / np.sqrt(KA_eigs[-1]))
numerator = bad @ kernel @ bad
denominator = (kernel @ bad) @ (A_x @ bad)
assert abs(denominator) < 1e-10 and numerator < -1e-3
bad_dv = -np.linalg.solve(minus_chi, bad)
its_bad, _, res_bad = weighted_cg(minus_chi, kernel, bad_dv)
bad_exact = np.linalg.solve(A_x, bad)
bad_error = np.linalg.norm(-minus_chi @ its_bad[-1] - bad_exact)
assert res_bad[-1] < 1e-10
assert bad_error < 1e-8 * np.linalg.norm(bad_exact)

# Thresholds when f_x is multiplied by a strength s
s_kernel = eigh(hartree, -fx, eigvals_only=True)[0]
stiffness = np.linalg.inv(minus_chi) + hartree
s_stable = eigh((stiffness + stiffness.T) / 2, -fx, eigvals_only=True)[0]
assert s_kernel < 1 < s_stable


def lowest_A(s):
    values = np.linalg.eigvals(identity + minus_chi @ (hartree + s * fx))
    return values.real.min()


below, above = lowest_A(0.99 * s_stable), lowest_A(1.01 * s_stable)
assert below > 0 > above
assert np.linalg.eigvalsh(hartree + 0.99 * s_kernel * fx)[0] > 0
assert np.linalg.eigvalsh(hartree + 1.01 * s_kernel * fx)[0] < 0


# Full nonlinear self-consistency with a small applied potential
def self_consistent_density(extra):
    n = n0.copy()
    for _ in range(15):
        change = basis @ (hartree @ (basis.T @ (n - n0)))
        change += exchange_potential(n) - exchange_potential(n0)
        gap = density(v_ks + extra + change, electrons) - n
        if abs(gap).max() < 1e-14:
            break
        n = n + basis @ np.linalg.solve(A_x, basis.T @ gap)
    assert abs(gap).max() < 1e-12
    return n


scale = 0.01
dn_scf = (self_consistent_density(scale * dv_grid)
          - self_consistent_density(-scale * dv_grid)) / (2 * scale)
dn_x_grid = basis @ dn_cure
scf_error = np.linalg.norm(dn_scf - dn_x_grid) / np.linalg.norm(dn_x_grid)
assert scf_error < 1e-4

site = int(np.argmin(abs(x - centre)))
print(f"period {length:.1f} bohr, grid points {n_grid}, basis size {len(G)}")
print(f"potential amplitude {amplitude:.2f} hartree")
print(f"Fermi level {fermi_level:.2f} hartree")
print(f"occupied subbands: {occupied.sum()}")
print(f"electrons per area: {electrons:.5f} bohr^-2")
print(f"density min, max: {n0.min():.5f}, {n0.max():.5f} bohr^-3")
print(f"local k_F min, max: {k_local.min():.4f}, {k_local.max():.4f} bohr^-1")
print(f"G min, max: {G.min():.4f}, {G.max():.4f} bohr^-1")
print(f"-chi0 eigenvalues min, max: {chi_eigs[0]:.3e}, {chi_eigs[-1]:.3e}"
      " bohr^-3/hartree")
print(f"chi0 against finite differences, relative: {chi_error:.1e}")
print(f"Hartree A, relative asymmetry, ordinary product: {asym_plain:.3f}")
print(f"Hartree KA, relative asymmetry: {asym_K:.1e}")
print(f"Hartree A eigenvalues min, max: {eig_h[0]:.5f}, {eig_h[-1]:.4f}")
print(f"Hartree condition ratio kappa: {kappa_h:.4f}")
print(f"Gaussian source: height {height:.3f} hartree, width {width:.2f} bohr,"
      f" centre {centre:.1f} bohr")
print(f"Hartree K-CG steps to residual 1e-10: {len(res_h) - 1}")
for m in (2, 5, 10, 15):
    if m < len(err_h):
        print(f"  step {m}: energy-norm error {err_h[m]:.2e},"
              f" bound {bound_h[m]:.2e}")
print(f"ordinary CG, residual after as many steps: {res_plain[-1]:.2e}")
print(f"K with exchange, eigenvalues min, max: {K_eigs[0]:.3f},"
      f" {K_eigs[-1]:.3f} hartree bohr^3")
print(f"negative directions of K: {negative_K} (bracket {fewest} to {most})")
print(f"negative directions of KA: {negative_KA}")
print(f"A with exchange, eigenvalues min, max: {eig_x[0]:.5f},"
      f" {eig_x[-1]:.4f}")
print(f"condition ratio with exchange: {kappa_x:.4f}")
print(f"indefinite K-CG, Gaussian source: steps {len(res_x) - 1},"
      f" last residual {res_x[-1]:.1e}")
print(f"  largest residual on the way: {res_x.max():.2e}")
print(f"  residuals with r.K.r < 0: {(rho_x < 0).sum()} of {len(rho_x)}")
print(f"cure, Gaussian source: steps {len(res_u) - 1}")
for m in (2, 5, 10, 15):
    if m < len(err_u):
        print(f"  step {m}: energy-norm error {err_u[m]:.2e},"
              f" bound {bound_u[m]:.2e}")
print(f"breakdown source: first numerator r.K.r = {numerator:.4f}"
      " (arbitrary scale)")
print(f"  first denominator zero within 1e-10: {abs(denominator) < 1e-10}")
print(f"  cure on the same source: steps {len(res_bad) - 1}")
print(f"exchange strength where K loses positivity: {s_kernel:.5f}")
print(f"exchange strength where stability is lost: {s_stable:.4f}")
print(f"  lowest eigenvalue of A 1% below, above: {below:.5f}, {above:.5f}")
print(f"density change at x = {x[site]:.3f} bohr, in bohr^-3:")
print(f"  independent electrons: {(basis @ rhs)[site]:.5e}")
print(f"  Hartree kernel: {(basis @ dn_h)[site]:.5e}")
print(f"  Hartree plus exchange: {dn_x_grid[site]:.5e}")
print(f"  nonlinear self-consistent check: {dn_scf[site]:.5e}")
print(f"relative difference, response and nonlinear check: {scf_error:.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
period 20.0 bohr, grid points 61, basis size 60
potential amplitude 0.30 hartree
Fermi level 0.60 hartree
occupied subbands: 7
electrons per area: 0.93871 bohr^-2
density min, max: 0.01657, 0.08165 bohr^-3
local k_F min, max: 0.7887, 1.3421 bohr^-1
G min, max: 0.3142, 9.4248 bohr^-1
-chi0 eigenvalues min, max: 8.614e-04, 1.278e-01 bohr^-3/hartree
chi0 against finite differences, relative: 1.3e-08
Hartree A, relative asymmetry, ordinary product: 0.125
Hartree KA, relative asymmetry: 4.4e-10
Hartree A eigenvalues min, max: 1.00013, 14.9523
Hartree condition ratio kappa: 14.9504
Gaussian source: height 0.010 hartree, width 0.50 bohr, centre 7.0 bohr
Hartree K-CG steps to residual 1e-10: 16
  step 2: energy-norm error 2.54e-01, bound 6.94e-01
  step 5: energy-norm error 1.19e-02, bound 1.42e-01
  step 10: energy-norm error 2.50e-07, bound 1.01e-02
  step 15: energy-norm error 3.34e-10, bound 7.13e-04
ordinary CG, residual after as many steps: 2.52e-05
K with exchange, eigenvalues min, max: -4.841, 124.551 hartree bohr^3
negative directions of K: 48 (bracket 44 to 50)
negative directions of KA: 48
A with exchange, eigenvalues min, max: 0.96521, 14.6680
condition ratio with exchange: 15.1967
indefinite K-CG, Gaussian source: steps 15, last residual 4.4e-12
  largest residual on the way: 1.00e+00
  residuals with r.K.r < 0: 3 of 16
cure, Gaussian source: steps 15
  step 2: energy-norm error 3.88e-01, bound 7.00e-01
  step 5: energy-norm error 2.68e-02, bound 1.45e-01
  step 10: energy-norm error 7.53e-07, bound 1.05e-02
  step 15: energy-norm error 1.10e-11, bound 7.63e-04
breakdown source: first numerator r.K.r = -0.9363 (arbitrary scale)
  first denominator zero within 1e-10: True
  cure on the same source: steps 9
exchange strength where K loses positivity: 0.03080
exchange strength where stability is lost: 5.6668
  lowest eigenvalue of A 1% below, above: 0.01452, -0.01455
density change at x = 6.885 bohr, in bohr^-3:
  independent electrons: -8.42744e-04
  Hartree kernel: -3.83783e-04
  Hartree plus exchange: -4.32873e-04
  nonlinear self-consistent check: -4.32873e-04
relative difference, response and nonlinear check: 8.6e-10
ALL CHECKS PASSED
```
